# When Equilibrium Grain-Boundary Grooves Reach the Substrate in Strip-Grained Films

## What scaling fixes

A polycrystalline silicide film lowers its energy by shortening its grain boundaries, and this cuts grooves into its surface. Take identical strip grains of width $L$, long in the direction normal to the page, so that their cross-section is a two-dimensional problem. The film has mean thickness $h$ and lies on a flat, rigid substrate. Its boundaries are vertical and fixed in place, its surface energy $\gamma_s$ is isotropic, and no film material is gained or lost. Gravity and elastic stress are neglected.

The groove root is characterized by the dihedral angle $\psi$, measured inside the film between the two surfaces that meet there. By mirror symmetry about the boundary, each surface leaves the root at the inclination

$$\theta=\frac{\pi-\psi}{2}$$

to the horizontal. The only lengths in the problem are $h$ and $L$. Energies per area can enter the equilibrium shape only through their ratios, and these ratios set the angle. The critical thickness must therefore have the form

$$h_c=L\,F(\theta).$$

Doubling the grain width doubles the thickness needed to keep the roots off the substrate. What remains is to find the function $F$, and to show on which side of the threshold contact occurs.

## First derivation: a circular cap and conservation of material

Here the dihedral angle is taken as given. If it results from local equilibrium with a boundary of energy $\gamma_b$, its value follows from the forces at the root. The boundary pulls downward with $\gamma_b$ per unit length of root. Each surface pulls upward with $\gamma_s\sin\theta$, and the horizontal pulls cancel. Hence

$$2\gamma_s\sin\theta=\gamma_b. \tag{1}$$

A groove with $\theta<\pi/2$ requires $\gamma_b<2\gamma_s$.

Away from the root, the chemical potential of a surface atom differs from its value at a flat surface by an amount proportional to $\gamma_s$ times the curvature. Atoms stop moving along the surface when this quantity is uniform. A plane curve of uniform curvature is a circular arc, so each grain carries an arc of some radius $R$ that meets both roots at inclination $\theta$. Half the chord is $L/2=R\sin\theta$, which gives

$$R=\frac{L}{2\sin\theta}. \tag{2}$$

The area $S$ between arc and chord is a circular sector minus a triangle. The sector has opening angle $2\theta$ and area $R^2\theta$. The triangle has base $L=2R\sin\theta$ and height $R\cos\theta$, hence area $R^2\sin\theta\cos\theta$. Therefore

$$S=R^2(\theta-\sin\theta\cos\theta)
=L^2\,\frac{\theta-\sin\theta\cos\theta}{4\sin^2\theta}.$$

Let $d$ be the film thickness at the root. The cross-section of one grain is a rectangle of area $dL$ with the cap on top, and its total area is still $hL$:

$$hL=dL+S\quad\Longrightarrow\quad d=h-\frac{S}{L}. \tag{3}$$

The root reaches the substrate when $d=0$, so

$$\boxed{\left(\frac hL\right)_c=F(\theta)=\frac{\theta-\sin\theta\cos\theta}{4\sin^2\theta}} \tag{4}$$

To write this in terms of the dihedral angle, multiply numerator and denominator by 2 and use $2\sin\theta\cos\theta=\sin2\theta$. With $2\theta=\pi-\psi$, one has $\sin2\theta=\sin\psi$ and $\sin\theta=\cos(\psi/2)$, so

$$F=\frac{\pi-\psi-\sin\psi}{8\cos^2(\psi/2)}.$$

Equation (3) also says that the root lies $F(\theta)L$ below the original flat surface. This is not the full relief. The crown stands above the root by

$$R(1-\cos\theta)=\frac L2\,\frac{1-\cos\theta}{\sin\theta}=\frac L2\tan\frac\theta2,$$

because material removed from the groove has raised the middle of the grain.

### Shallow and deep grooves

For small $\theta$, the expansion of $\sin2\theta$ gives

$$\theta-\tfrac12\sin2\theta=\tfrac23\theta^3-\tfrac2{15}\theta^5+\dots,\qquad
4\sin^2\theta=4\theta^2\left(1-\tfrac13\theta^2+\dots\right).$$

Their ratio is

$$F=\frac\theta6\left(1-\frac{\theta^2}{5}+\dots\right)\left(1+\frac{\theta^2}{3}+\dots\right)
=\frac\theta6+\frac{\theta^3}{45}+\dots \tag{5}$$

To leading order (1) gives $\theta\approx\gamma_b/(2\gamma_s)$, and so $h_c/L\approx\gamma_b/(12\gamma_s)$. For shallow grooves, the small factor $1/12$ thus allows a film to be much thinner than its grains are wide and still be continuous.

In the opposite limit, $\psi\to0$ and $\theta\to\pi/2$, the cap is a semicircle of radius $L/2$. Its area is $\pi L^2/8$, and (4) indeed gives $F=\pi/8$.

Between these limits $F$ rises steadily. With $s=\sin\theta$ and $c=\cos\theta$, the derivative of $\theta-sc$ is $1-c^2+s^2=2s^2$. The quotient rule then gives

$$F'=\frac{2s^4-2sc(\theta-sc)}{4s^4}
=\frac{s^3+sc^2-\theta c}{2s^3}
=\frac{s-\theta c}{2s^3}. \tag{6}$$

The function $s-\theta c$ vanishes at $\theta=0$ and has derivative $\theta s>0$, so $F'>0$ for $0<\theta\le\pi/2$. A sharper groove, with smaller $\psi$, needs a thicker film.

## Second derivation: minimizing the energy

Now assume neither an arc nor a dihedral angle. Let $y(x)$ be the surface height above the substrate, with roots at $x=0$ and $x=L$. There is one boundary per period, so the energy per period and per unit length of strip is

$$E[y]=\gamma_s\int_0^L\sqrt{1+y'^2}\,dx+\gamma_b\,y(0), \tag{7}$$

with $y(0)=y(L)$, $\int_0^L y\,dx=hL$ and $y\ge0$. The energy of the film-substrate interface is constant while the film covers the substrate, and is omitted.

Let $\varphi(x)$ be the local inclination, $y'=\tan\varphi$. Then $y'/\sqrt{1+y'^2}=\sin\varphi$. Change $y$ by a small $\eta(x)$ with $\eta(0)=\eta(L)$, and enforce the area constraint with a multiplier $p$. Stationarity requires

$$\gamma_s\int_0^L\sin\varphi\,\eta'\,dx+\gamma_b\eta(0)-p\int_0^L\eta\,dx=0.$$

Integrating the first term by parts gives

$$\left\{\gamma_s[\sin\varphi(L)-\sin\varphi(0)]+\gamma_b\right\}\eta(0)
-\int_0^L\left[\gamma_s\frac{d\sin\varphi}{dx}+p\right]\eta\,dx=0.$$

Since $\eta$ is arbitrary inside the grain and at the root, both brackets vanish:

$$\gamma_s\frac{d\sin\varphi}{dx}=-p,\qquad
\gamma_s[\sin\varphi(0)-\sin\varphi(L)]=\gamma_b. \tag{8}$$

Integrating the first equation across the grain and comparing it with the second gives $pL=\gamma_b$. The multiplier is the excess pressure in the film, and it is larger for narrower grains.

The root angles follow from $y(L)=y(0)$. By (8), $dx=-(\gamma_s/p)\cos\varphi\,d\varphi$, so

$$0=\int_0^L\tan\varphi\,dx
=\frac{\gamma_s}{p}\int_{\varphi(L)}^{\varphi(0)}\sin\varphi\,d\varphi
=\frac{\gamma_s}{p}\left[\cos\varphi(L)-\cos\varphi(0)\right].$$

The two angles differ, because $\gamma_b>0$, so $\varphi(L)=-\varphi(0)$. Writing $\varphi(0)=\theta$ turns the second equation of (8) into (1). The dihedral angle has now been derived, and

$$\sin\varphi=\sin\theta\left(1-\frac{2x}{L}\right). \tag{9}$$

The groove depth follows without reference to a circle. Integrate the height above the root by parts, using $x-L/2$ as the antiderivative of 1. The end terms vanish because $y-y(0)$ is zero at both roots:

$$\int_0^L[y-y(0)]\,dx=\int_0^L\left(\frac L2-x\right)\tan\varphi\,dx.$$

From (9), $L/2-x=L\sin\varphi/(2\sin\theta)$ and $dx=-L\cos\varphi\,d\varphi/(2\sin\theta)$. As $x$ runs from 0 to $L$, $\varphi$ runs from $\theta$ to $-\theta$. The minus sign reverses the limits, and the integral becomes

$$\frac{L^2}{4\sin^2\theta}\int_{-\theta}^{\theta}\sin^2\varphi\,d\varphi
=\frac{L^2}{4\sin^2\theta}(\theta-\sin\theta\cos\theta)=F(\theta)L^2. \tag{10}$$

The left side is $[h-y(0)]L$. Hence $y(0)=h-F(\theta)L$, which reaches zero at the threshold (4).

### Why contact persists below the threshold

The function $\sqrt{1+y'^2}$ is convex in $y'$, its second derivative being $(1+y'^2)^{-3/2}>0$. The other term in (7) and the constraints are linear. The energy change for any allowed $\eta$ is therefore at least its first-order value. For $h/L\ge F(\theta)$ that value is zero, so the profile found above is the minimum among covering profiles described by a single-valued height.

For $h/L<F(\theta)$ the formula would put the root below the substrate. Hold it at $y(0)=0$ instead. The interior equation in (8) is unchanged, so the shape is the same with a different edge angle $\theta_e$. Equation (10) now gives

$$F(\theta_e)=\frac hL. \tag{11}$$

Since $F$ increases, $\theta_e<\theta$. For a change $\eta$ that conserves area, the interior term vanishes and the first-order energy change is

$$\delta E=(\gamma_b-2\gamma_s\sin\theta_e)\,\eta(0)
=2\gamma_s(\sin\theta-\sin\theta_e)\,\eta(0). \tag{12}$$

The substrate permits only $\eta(0)\ge0$, so $\delta E\ge0$. By convexity the held profile is the minimum, and the root stays on the substrate. If a root is held there in a film above the threshold, with $h/L<\pi/8$ so that (11) still has a solution, then $\theta_e>\theta$, the coefficient is negative, and the root lifts off.

## A worked film

Take the round model values $\gamma_s=1.00$ and $\gamma_b=0.60\ \mathrm{J/m^2}$, with $L=400$ nm and $h=30$ nm. They stand for no particular silicide. Equation (1) gives $\sin\theta=0.60/2.00=0.30$, so $\theta=0.3047$ rad, or $17.46^\circ$, and $\psi=145.1^\circ$. Then

$$F=0.0514,\qquad h_c=0.05142\times400=20.6\ \mathrm{nm}.$$

The film has $h/L=30/400=0.075$, above the threshold, and keeps $30-20.6=9.4$ nm at the root. At this thickness the grains could widen to $30/0.05142=583$ nm before contact. Grain growth alone can therefore bring a continuous film to the threshold.

A direct minimization of (7) for a polygon of 200 segments, with no arc or angle imposed, tests these results. It gives a groove depth of 20.57 nm, in agreement with (4). The slope of the first segment belongs to its midpoint; extrapolated to the root with the linear law (9), it gives an inclination of $17.46^\circ$, in agreement with (1). With the root held on the substrate, the coefficient in (12) is $+0.011\ \mathrm{J/m^2}$ at 0.98 of the threshold thickness and $-0.011\ \mathrm{J/m^2}$ at 1.02, so it changes sign as derived.

The shallow estimate $\theta/6=0.0508$ is about 1% below $F$ here. The numerical output lists other angles: the estimate is about 4% low at $\psi=120^\circ$ and 8% low at $90^\circ$.

## From contact to bare substrate

A root that touches the substrate has not yet opened a gap. Suppose each grain retracts to a covered width $w<L$ at fixed area $A=w^2F(\theta_e)$. Its arc length is $\ell=w\theta_e/\sin\theta_e$. Write $s$ and $c$ for the sine and cosine of $\theta_e$. Constant $A$ requires $d\theta_e/dw=-2F/(wF')$, and with (6)

$$\frac{d\ell}{dw}=\frac{\theta_e}{s}+w\,\frac{s-\theta_e c}{s^2}\left(-\frac{2F}{wF'}\right)
=\frac{\theta_e}{s}-4sF=\frac{\theta_e}{s}-\frac{\theta_e-sc}{s}=\cos\theta_e.$$

Let $\gamma_i$ be the energy of the film-substrate interface and $\gamma_{\rm sub}$ that of the bare substrate. The energy $\gamma_s\ell+\gamma_iw+\gamma_{\rm sub}(L-w)$ falls on retraction from $w=L$ if

$$\gamma_{\rm sub}<\gamma_i+\gamma_s\cos\theta_e. \tag{13}$$

With $\gamma_i=0.80\ \mathrm{J/m^2}$, the right side is $1.75\ \mathrm{J/m^2}$ at the threshold. For a 15 nm film with the same grains, $h/L=0.0375$, $\theta_e=12.8^\circ$, and the right side is $1.78\ \mathrm{J/m^2}$. The thinner film has the flatter cap, and so opens for a slightly wider range of substrate energies.

## When the lower interface also grooves

At temperatures where silicon can rearrange, a silicide-silicon interface need not stay flat. Let its height be $z(x)$, its energy $\gamma_i$ be isotropic, and $\gamma_b<2\gamma_i$. The energy is

$$E=\gamma_s\int_0^L\sqrt{1+y'^2}\,dx+\gamma_i\int_0^L\sqrt{1+z'^2}\,dx+\gamma_b[y(0)-z(0)].$$

If silicide and silicon are conserved separately, then $\int z\,dx=0$ and $\int y\,dx=hL$. The two profiles decouple until they touch. In terms of $-z$, the lower problem is the upper one with $\gamma_s$ replaced by $\gamma_i$ and mean height zero. Its root therefore rises by $F(\theta_i)L$, where $\sin\theta_i=\gamma_b/(2\gamma_i)$. Calling the upper angle $\theta_s$, the remaining boundary length is $h-[F(\theta_s)+F(\theta_i)]L$, and the grooves meet at

$$\left(\frac hL\right)_c=F(\theta_s)+F(\theta_i). \tag{14}$$

For the same 30 nm film, $\sin\theta_i=0.60/1.60=0.375$, $\theta_i=22.0^\circ$ and $F(\theta_i)=0.0654$. The combined threshold is $0.0514+0.0654=0.1168$, so the critical thickness is 46.7 nm and the largest grain width is 257 nm. The film that kept 9.4 nm of boundary on a rigid substrate is now below the threshold. The formal remaining length, $-16.7$ nm, is not a real length: it says that the grooves would have met before reaching their free equilibrium depth. Whether the lower interface can move thus decides whether the grooves of this film pinch off its boundaries. Whether a gap then opens depends, as before, on the energy of the bare substrate, and is not derived here for the mobile interface.

## What each derivation assumes

Both derivations need equal strip grains, fixed vertical boundaries, isotropic surface energy and conserved film material. The equal widths matter. Two neighbouring grains with the same edge angle $\theta$ but different widths have pressures $2\gamma_s\sin\theta/L$ that differ, so material flows from the narrow grain to the wide one. Equation (4) cannot then be applied grain by grain as a full equilibrium condition.

The first derivation takes $\psi$ as data. It can use a measured angle without knowing $\gamma_b$ or $\gamma_s$ separately, provided the surface has reached uniform curvature. It locates the point where the root touches, but says nothing about the energy of the film beyond it.

The second requires the energies, $\gamma_b<2\gamma_s$, and a surface that is a single-valued function of $x$. In return it produces the angle and the arc, proves that the profile is a minimum among covering profiles, and shows that contact persists below the threshold.

Neither compares a continuous film with every arrangement of separate islands, so a film above the threshold may still be metastable. Neither contains a rate: a film below the threshold may remain continuous for as long as diffusion is too slow to deepen its grooves. Grains that are compact in plan, with junctions where three boundaries meet, need a separate three-dimensional calculation.

## Computed results

```
INPUTS (model parameters)
surface energy = 1.00 J/m^2
grain-boundary energy = 0.60 J/m^2
lower-interface energy = 0.80 J/m^2
grain width = 400 nm, film thickness = 30 nm
RIGID FLAT SUBSTRATE
sin(theta_s) = 0.3000
theta_s = 0.30469 rad = 17.46 deg
dihedral angle = 145.08 deg
arc radius = 666.7 nm
threshold ratio F(theta_s) = 0.05142
shallow estimate theta_s/6 = 0.05078
two-term estimate = 0.05141
film thickness / grain width = 0.07500
critical thickness at this width = 20.57 nm
largest width for this film = 583.4 nm
thickness left at root = 9.43 nm
crown height above root = 30.71 nm
DIRECT ENERGY MINIMIZATION
polygon segments per grain = 200
groove depth = 20.57 nm
crown height above root = 30.71 nm
root inclination = 17.46 deg
lift cost at 0.98 threshold = +0.01135 J/m^2
lift cost at 1.02 threshold = -0.01134 J/m^2
FILM BELOW THE RIGID THRESHOLD
thin-film thickness = 15 nm
thin-film ratio = 0.03750
edge angle on substrate = 12.81 deg
cost of lifting root = +0.1567 J/m^2
LARGEST BARE-SUBSTRATE ENERGY THAT STILL ALLOWS OPENING
at threshold = 1.7539 J/m^2
for thin film = 1.7751 J/m^2
MOBILE LOWER INTERFACE
theta_i = 22.02 deg
lower dihedral angle = 135.95 deg
F(theta_i) = 0.06536
combined threshold ratio = 0.11677
combined ratio from minimization = 0.11677
critical thickness at this width = 46.71 nm
largest width for this film = 256.9 nm
formal boundary length left = -16.71 nm
lift cost at 0.98 threshold = +0.01114 J/m^2
lift cost at 1.02 threshold = -0.01112 J/m^2
DIHEDRAL ANGLE (deg), F, SHALLOW ESTIMATE theta/6
170  0.01456  0.01454
160  0.02921  0.02909
150  0.04404  0.04363
140  0.05914  0.05818
120  0.09059  0.08727
 90  0.14270  0.13090
  0  0.39270  0.26180
```
